# Voltage Gain and Capacitance of a Stabilized Ferroelectric Gate Stack: test program

```python
# Result under test: a ferroelectric of small-signal capacitance CF = -1.5 C
# in series with a MOS capacitance C gives
#   internal-node gain   A    = dVint/dVG = CF/(CF + C)   = 3
#   total capacitance    Ctot = dQ/dVG    = CF*C/(CF + C) = 3 C
# and the stack is stable at fixed gate voltage because |CF| > C.
# Q: gate charge per area; VG: gate voltage; Vint: internal-node voltage;
# VF = VG - Vint = a*Q + b*Q**3: ferroelectric voltage, with a = 1/CF at Q = 0.
# Units: V, uC/cm^2, uF/cm^2, uJ/cm^2; with resistance in ohm cm^2, time in us.
import numpy as np
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

C_mos = 0.4
ratio = -1.5
C_fe = ratio * C_mos
b = 0.5
step = 0.010
resistance = 1.0


def ferro_voltage(Q, c_fe):
    return Q / c_fe + b * Q**3


def mos_voltage(Q):
    return Q / C_mos


def solve_charge(VG):
    """Charge at which the two voltages add up to the gate voltage."""
    return brentq(lambda Q: ferro_voltage(Q, C_fe) + mos_voltage(Q) - VG,
                  -5.0, 5.0, xtol=1e-16, rtol=1e-14)


def relax(Q_start, VG, c_fe, duration):
    """Charge after relaxation through a series resistance."""
    def rate(t, y):
        return [(VG - ferro_voltage(y[0], c_fe) - mos_voltage(y[0]))
                / resistance]
    sol = solve_ivp(rate, (0.0, duration), [Q_start], method="LSODA",
                    rtol=1e-9, atol=1e-13)
    assert sol.success
    return sol.y[0, -1]


# Derived formulas
gain = C_fe / (C_fe + C_mos)
C_total = C_fe * C_mos / (C_fe + C_mos)

# Numerical derivatives of the solved nonlinear stack
h = 1e-4
Q_plus, Q_minus = solve_charge(h), solve_charge(-h)
C_total_num = (Q_plus - Q_minus) / (2 * h)
gain_num = (mos_voltage(Q_plus) - mos_voltage(Q_minus)) / (2 * h)
assert abs(gain_num - gain) < 1e-6
assert abs(C_total_num - C_total) < 1e-6
assert abs(gain_num - 3) < 1e-6
assert abs(C_total_num / C_mos - 3) < 1e-6

# Small gate step: linear prediction against the nonlinear solution.
# The cubic term changes the charge by about one part in ten thousand.
dV_int = gain * step
dV_fe = (1 - gain) * step
dQ = C_total * step
Q_step = solve_charge(step)
assert abs(Q_step / dQ - 1) < 1e-3
assert abs(mos_voltage(Q_step) / dV_int - 1) < 1e-3
assert abs(ferro_voltage(Q_step, C_fe) / dV_fe - 1) < 1e-3

# Energies: linear formulas against integrals over the nonlinear curves
E_mos = 0.5 * C_mos * dV_int**2
E_fe = 0.5 * C_fe * dV_fe**2
E_total = 0.5 * C_total * step**2
E_mos_num = quad(mos_voltage, 0, Q_step)[0]
E_fe_num = quad(lambda Q: ferro_voltage(Q, C_fe), 0, Q_step)[0]
source_work = step * Q_step - quad(solve_charge, 0, step)[0]
assert abs(E_mos_num / E_mos - 1) < 1e-3
assert abs(E_fe_num / E_fe - 1) < 1e-3
assert abs(source_work / E_total - 1) < 1e-3
assert abs(source_work / (E_mos_num + E_fe_num) - 1) < 1e-6

# Stability followed in time
Q_relaxed = relax(0.0, step, C_fe, 40.0)
assert abs(Q_relaxed / dQ - 1) < 1e-3
C_fe_bad = -0.8 * C_mos
gain_bad = C_fe_bad / (C_fe_bad + C_mos)
curvature = 1 / C_fe + 1 / C_mos
curvature_bad = 1 / C_fe_bad + 1 / C_mos
Q_seed = 1e-6
Q_back = relax(Q_seed, 0.0, C_fe, 40.0)
Q_runaway = relax(Q_seed, 0.0, C_fe_bad, 80.0)
Q_alone_state = np.sqrt(-curvature_bad / b)
assert curvature > 0 > curvature_bad
assert abs(Q_back) < 1e-3 * Q_seed
assert abs(Q_runaway / Q_alone_state - 1) < 1e-5

# Large bias: the ratio of voltages falls below the small-signal gain
VG_large = 0.5
Vint_large = mos_voltage(solve_charge(VG_large))
assert 1 < Vint_large / VG_large < gain - 0.1

print(f"MOS capacitance C: {C_mos:.2f} uF/cm^2")
print(f"Ferroelectric capacitance: {C_fe:.2f} uF/cm^2")
print(f"Cubic coefficient b: {b:.2f} V/(uC/cm^2)^3")
print(f"Internal-node gain, formula: {gain:.4f}")
print(f"Internal-node gain, numerical: {gain_num:.4f}")
print(f"Total capacitance, formula: {C_total:.4f} uF/cm^2")
print(f"Total capacitance, numerical: {C_total_num:.4f} uF/cm^2")
print(f"Total capacitance / C: {C_total / C_mos:.4f}")
print(f"Gate step: {1e3 * step:.2f} mV")
print(f"Internal-node change: {1e3 * dV_int:.2f} mV")
print(f"Ferroelectric voltage change: {1e3 * dV_fe:.2f} mV")
print(f"Charge change of stack: {1e3 * dQ:.2f} nC/cm^2")
print(f"Charge change, MOS alone: {1e3 * C_mos * step:.2f} nC/cm^2")
print(f"MOS energy change: {1e6 * E_mos:.1f} pJ/cm^2")
print(f"Ferroelectric energy change: {1e6 * E_fe:.1f} pJ/cm^2")
print(f"Total energy change: {1e6 * E_total:.1f} pJ/cm^2")
print(f"Source work, numerical: {1e6 * source_work:.1f} pJ/cm^2")
print(f"Stack curvature, CF = -1.5 C: {curvature:.4f} cm^2/uF")
print(f"Stack curvature, CF = -0.8 C: {curvature_bad:.4f} cm^2/uF")
print(f"Formal gain, CF = -0.8 C (unstable): {gain_bad:.4f}")
print(f"Starting charge of stability test: {1e3 * Q_seed:.4f} nC/cm^2")
print(f"Final charge, CF = -0.8 C, VG = 0: {Q_runaway:.3f} uC/cm^2")
print(f"Large gate voltage: {VG_large:.2f} V")
print(f"Internal-node voltage there: {Vint_large:.3f} V")
print(f"Ratio Vint/VG there: {Vint_large / VG_large:.3f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
MOS capacitance C: 0.40 uF/cm^2
Ferroelectric capacitance: -0.60 uF/cm^2
Cubic coefficient b: 0.50 V/(uC/cm^2)^3
Internal-node gain, formula: 3.0000
Internal-node gain, numerical: 3.0000
Total capacitance, formula: 1.2000 uF/cm^2
Total capacitance, numerical: 1.2000 uF/cm^2
Total capacitance / C: 3.0000
Gate step: 10.00 mV
Internal-node change: 30.00 mV
Ferroelectric voltage change: -20.00 mV
Charge change of stack: 12.00 nC/cm^2
Charge change, MOS alone: 4.00 nC/cm^2
MOS energy change: 180.0 pJ/cm^2
Ferroelectric energy change: -120.0 pJ/cm^2
Total energy change: 60.0 pJ/cm^2
Source work, numerical: 60.0 pJ/cm^2
Stack curvature, CF = -1.5 C: 0.8333 cm^2/uF
Stack curvature, CF = -0.8 C: -0.6250 cm^2/uF
Formal gain, CF = -0.8 C (unstable): -4.0000
Starting charge of stability test: 0.0010 nC/cm^2
Final charge, CF = -0.8 C, VG = 0: 1.118 uC/cm^2
Large gate voltage: 0.50 V
Internal-node voltage there: 1.293 V
Ratio Vint/VG there: 2.585
ALL CHECKS PASSED
```
